# Why a ballistic transistor between two contacts has finite resistance

**Question: does a ballistic transistor have zero resistance and stay cold?**

In my course resistance comes from scattering: Drude's formula has a scattering time in it, and Joule heat is what electrons lose in collisions. A ballistic transistor has a channel so short and clean that electrons cross it without any collision. I conclude that its resistance is zero and that it produces no heat, yet a source–drain voltage drives only a finite current. What sets that current, where does the power go, and is there any measurement that does give zero?

**Answer**

Your premise about the channel is right, but the conclusion does not follow, because the measured object is the channel together with its contacts.

**Model and units**

I treat independent electrons in a fixed potential, moving coherently and elastically in the channel. Source and drain are reservoirs with Fermi functions \(f_1,f_2\), a common \(kT\), and \(\mu_1-\mu_2=\Delta\mu=eV>0\). They relax every electron that enters them, and an electron leaving the channel is not reflected back into it.

In Rydberg units \(\hbar=1\), \(e^2=2\), \(h=2\pi\), lengths are in bohr and \(E=k^2/m^*\). With \(j\) the particle current from source to drain, \(I=ej\) and \(R=V/I=\Delta\mu/(e^2j)=\Delta\mu/(2j)\). Since \(h/2e^2=\pi\hbar/e^2\) has the value \(\pi/2\), the resistance unit is \(2\hbar/e^2=8216.5\ \Omega\).

The example is a hard-wall strip with round parameters \(m^*=0.1\) and width 400 bohr, on a grid with \(a=25\) bohr. The finite-difference form of \(-\nabla^2/m^*\) couples neighbours by \(-t\), with \(t=1/(m^*a^2)=0.016\) Ry, and has diagonal \(2t\) per direction. A plane wave along the strip times a standing wave across its 16 grid intervals gives

\[E=\varepsilon_n+2t(1-\cos ka),\qquad \varepsilon_n=2t\left(1-\cos\frac{n\pi}{16}\right).\]

The lowest edges are 0.000615, 0.002436 and 0.005393 Ry. At \(E_F=0.004\) Ry, \(M=2\) subbands are open. I take \(kT=5\times10^{-5}\) Ry (7.9 K) and \(\Delta\mu=2\times10^{-4}\) Ry (2.72 mV), centred on \(E_F\).

**The current is finite**

Without scattering, a right-mover came from the source and has occupation \(f_1\); a left-mover came from the drain and has \(f_2\). A state normalised on length \(L\) carries flux \(u/L\), with group velocity \(u=dE/dk\). States \(\pm k\) have equal energy and opposite velocity, so with two spins and \(\sum_k\to(L/2\pi)\int dk\),

\[j=\frac{2}{L}\sum_n\sum_{k>0}\frac{dE}{dk}(f_1-f_2)=\frac1\pi\sum_n\int dk\,\frac{dE}{dk}(f_1-f_2)=\frac1\pi\sum_n\int_{\varepsilon_n}dE\,(f_1-f_2).\]

The velocity has cancelled against the density of states: a faster mode has proportionally fewer states per energy. To do the integral, write \(f_1-f_2=\int_{\mu_2}^{\mu_1}d\mu\,\partial_\mu f\) and use \(\partial_\mu f=-\partial_Ef\), which holds because \(f\) depends on \(E-\mu\) only. With \(f\approx0\) at the top of the band, \(\int_{\varepsilon_n}dE\,(-\partial_Ef)=f(\varepsilon_n;\mu)\), hence

\[j=\frac1\pi\sum_n\int_{\mu_2}^{\mu_1}d\mu\,f(\varepsilon_n;\mu).\]

If every edge lies many \(kT\) outside the window \([\mu_2,\mu_1]\), each \(f(\varepsilon_n)\) is 1 or 0, and

\[j=\frac{M\Delta\mu}{\pi},\qquad R_2=\frac{\Delta\mu}{2j}=\frac{\pi}{2M}=\frac{h}{2e^2M}.\]

The length does not appear, and mass and width enter only through the integer \(M\), by setting the edges \(\varepsilon_n\). In the example \(j=2\times2\times10^{-4}/\pi=1.273\times10^{-4}\) Ry/ħ, or \(0.422\ \mu\)A, and \(R_2=\pi/4=0.7854\), or \(6453\ \Omega\). Zero is approached only as \(M\to\infty\).

Near an edge the quantisation fails. For small bias the formula gives \(R_2=\pi/[2\sum_nf(\varepsilon_n)]\). At \(\mu=0.0025\) Ry and \(kT=2\times10^{-4}\) Ry the sum is 1.579 and \(R_2=\pi/(2\times1.579)=0.995\). At \(\mu=0.004\) Ry and \(kT=10^{-3}\) Ry the sum is 1.998, but this is no plateau: the terms lost from the two lower subbands and those gained from the higher ones nearly cancel.

**Where this resistance sits**

A contact is wide and has \(N\gg M\) modes. Each channel mode passes a flux of at most \(1/\pi\) per unit energy, so the total transmission from contact to contact cannot exceed \(M\), apart from tunnelling through closed modes. The rest of the \(N\) incoming units of flux turns back at the entrance. This is compatible with reflectionless contacts, a condition that concerns only electrons leaving the channel.

I solved the geometry on the same grid with the Green function \(G=(E-H-\Sigma)^{-1}\), where \(\Sigma\) is the exact self-energy of two semi-infinite leads 1600 bohr wide (\(N=10\)), and the total transmission is \(\mathrm{Tr}[\Gamma_1G\Gamma_2G^\dagger]\) with \(\Gamma=i(\Sigma-\Sigma^\dagger)\) for each lead. With smooth tapers 2000 bohr long, whose wall is placed between grid lines by an extra on-site term rather than rounded to a staircase, it is 2.0000 for channel lengths 1000, 2000 and 4000 bohr. An abrupt joint at length 2000 bohr gives 1.981 and \(R_2=\pi/(2\times1.981)=0.793\).

The same solution gives the share \(s\) of the local density of states at \(E_F\) that is fed by the source, which defines a local level \(\mu_2+s\Delta\mu\). When the tapers do not reflect, each mode in the channel has one source-fed right-mover and one drain-fed left-mover of equal density, so \(s=1/2\) along the channel; the calculation gives 0.500 near both ends. In the source lead only \(M\) of the \(2N\) flux units come from the drain, so \(s\) is near 1; the computed, density-weighted value is 0.936. The level falls at the entrance and at the exit and is flat in between.

**Where the heat goes**

Allow each mode a transmission probability \(T_n(E)\), equal in both directions. Reflected electrons return to their own reservoir, so the integrand of \(j\) is multiplied by \(T_n\). An electron leaves the channel region with the energy it brought, so in the steady state the channel keeps no energy.

When an electron of energy \(E\) leaves the source, the external circuit replaces it at \(\mu_1\), and the source gains heat \(\mu_1-E\). The electron arrives in the drain at \(E\), one is removed at \(\mu_2\), and the drain gains \(E-\mu_2\). Transfers in the opposite direction count with the opposite sign, so

\[Q_1=\frac1\pi\int dE\sum_nT_n\,(\mu_1-E)(f_1-f_2),\qquad Q_2=\frac1\pi\int dE\sum_nT_n\,(E-\mu_2)(f_1-f_2).\]

Adding them, \(E\) drops out: \(Q_1+Q_2=j\Delta\mu=IV\). The whole power appears in the contacts. For constant \(T_n\) with mean \(T=\sum_nT_n/M\), use the same \(\mu\) integral. Since \(-\partial_Ef\) has unit area and is even about \(\mu\), it replaces \(E\) by \(\mu\):

\[Q_1=\frac{MT}{\pi}\int_{\mu_2}^{\mu_1}d\mu\,(\mu_1-\mu)=\frac{MT\,\Delta\mu^2}{2\pi},\]

and \(Q_2\), with \(\mu-\mu_2\), is the same. In the example \(Q_1=Q_2=2\times(2\times10^{-4})^2/2\pi=1.273\times10^{-8}\) Ry²/ħ, and \(IV=1.147\) nW. In the drain a hot electron falls to \(\mu_2\); in the source the vacancy it left below \(\mu_1\) is refilled from above.

The equal split can fail when the transmission depends on energy. A gate that smoothly lifts the lowest edge to \(E_B\), several \(kT\) above \(\mu_1\), turns the transistor off. If the gate is also long enough that tunnelling below \(E_B\) is negligible, and the last few \(kT\) of the rise at each edge are spread over a length long against \(1/k=1/\sqrt{m^*kT}\approx450\) bohr of an electron \(kT\) above the top, \(T\) is close to 0 below \(E_B\) and 1 above. Since the gate lifts the band by many \(kT\), the whole edge must be much longer still. Sharper edges reflect part of the electrons just above \(E_B\), which lowers the current and raises the mean energy somewhat. For \(\Delta\mu\gg kT\), \(f_2\) is negligible and \(f_1\approx e^{-(E-\mu_1)/kT}\). With \(x=E-E_B\), the mean energy carried is

\[E_B+\frac{\int_0^\infty x\,e^{-x/kT}dx}{\int_0^\infty e^{-x/kT}dx}=E_B+\frac{(kT)^2}{kT}=E_B+kT .\]

For \(\mu_1=0.004\), \(E_B=0.00425\) and \(\Delta\mu=0.002\) Ry the source gains \(0.004-0.00425-0.00005=-0.0003\) Ry per electron, so it is cooled, and the drain gains \(0.002+0.0003=0.0023\) Ry, more than \(eV\). The cooling depends on that step in \(T\): under a short gate, electrons tunnelling at energies below \(\mu_1\) carry much of the current, and the source is heated instead.

The flows can be watched without assuming a steady state. Take two chains of 400 sites with hopping 1 Ry, zero site energy (band \(E=-2\cos ka\), from \(-2\) to \(2\) Ry) and one spin, filled to \(\mu_1=-0.5\) and \(\mu_2=-1.1\) Ry at \(kT=0.08\) Ry. Join them through one half-filled site and propagate the one-particle density matrix by exact diagonalisation. Before echoes return from the far ends, particles cross at 0.09549 Ry/ħ, the one-spin value \((1.1-0.5)/2\pi\). With \(j_E\) the rate of energy transfer, \(\mu_1j-j_E\) and \(j_E-\mu_2j\) are both 0.02865 Ry²/ħ, the value of \((1.1-0.5)^2/4\pi\). A fixed central segment loses energy slightly, at \(7.1\times10^{-4}\) Ry²/ħ between times 120 and 160 ħ/Ry and at \(1.7\times10^{-4}\) between 240 and 340, against \(IV=0.0573\). This is left over from switching on. The joining creates slow holes at the band bottom and slow particles at the top, both of positive excess energy; they spread over a length proportional to the time, so their energy in the segment falls inversely with time, and the mean rate between times \(s_1\) and \(s_2\) scales as \(1/(s_1s_2)\), as these two rates do. This closed coherent model shows energy leaving the channel. Its conversion to heat needs inelastic collisions, which are the assumed property of the contacts and act over a relaxation length inside them.

**A scatterer in the channel**

Add \(U\) on one grid row \(m=0\), uniform across the strip, so that modes do not mix. With \(\theta=ka\) and \(E-\varepsilon_n-2t=-2t\cos\theta\), take \(\psi_m=e^{i\theta m}+re^{-i\theta m}\) for \(m\le0\) and \(\tau e^{i\theta m}\) for \(m\ge0\). Agreement at \(m=0\) requires \(r=\tau-1\). The equation on that row is

\[-2t\cos\theta\,\tau=U\tau-t\left[\tau e^{i\theta}+e^{-i\theta}+re^{i\theta}\right]=U\tau-2t\tau e^{i\theta}+2it\sin\theta .\]

Collecting \(\tau\) on the left, with \(2t(e^{i\theta}-\cos\theta)=iv\) and \(v=2t\sin\theta\) (the group velocity divided by \(a\)),

\[\tau=\frac{iv}{iv-U},\qquad r=\frac{U}{iv-U},\qquad T=|\tau|^2=\frac{v^2}{v^2+U^2},\qquad |r|^2=1-T .\]

From \(\sin^2\theta=(1-\cos\theta)(1+\cos\theta)\) follows \(v_n^2=(E-\varepsilon_n)(4t-E+\varepsilon_n)\), which gives \(v_1=0.01432\) and \(v_2=0.00988\) Ry at \(E_F\). For \(U=0.01\) Ry, \(T_1=0.01432^2/(0.01432^2+0.01^2)=0.672\), \(T_2=0.494\), and the mean is \(T=0.5832\). In linear response \(j=MT\Delta\mu/\pi\), so

\[R_2=\frac{\pi}{2MT}=\frac{\pi}{4\times0.5832}=1.347\quad(11.07\ \mathrm{k}\Omega).\]

Summing the heat integrands over a fine \(k\) grid at the example's bias and temperature gives \(Q_1=7.26\times10^{-9}\) and \(Q_2=7.58\times10^{-9}\) Ry²/ħ. The drain gets more because \(Q_2-Q_1\) has the weight \((2E-\mu_1-\mu_2)(f_1-f_2)\), odd about the middle of the window, and the \(T_n\) rise with \(E\).

Left of the barrier, a left-mover is a reflected source electron or a transmitted drain electron. The reservoirs are mutually incoherent, so its occupation is \((1-T)f_1+Tf_2\). In the chain with 1 Ry on the joint site, \(v^2=4\sin^2\theta=4-E^2\), so at \(E=-0.8\) Ry \(T=3.36/4.36=0.7706\) and this is \((1-0.7706)\times0.977+0.7706\times0.023=0.242\). Projecting the evolved state on a left-moving Gaussian wave packet, which averages over a small energy range, gives 0.244.

**The measurement that gives zero**

Attach voltage probes A and B at distance \(d\) rows left and right of the barrier. A probe is a reservoir whose \(\mu\) adjusts until it draws no net current. Suppose it is too weak to disturb the scattering states and sees both directions equally. For one mode its exchange with the source is then proportional to the density of the source-fed state at row \(-d\),

\[A=|e^{-i\theta d}+re^{i\theta d}|^2=1+|r|^2+2\,\mathrm{Re}\,(re^{2i\theta d}),\]

and its exchange with the drain to \(|\tau|^2=T\), with the same constant. If \(A\) and \(T\) hardly change over the window, each energy integral gives a difference of chemical potentials, and zero current means \(A(\mu_1-\mu_A)+T(\mu_2-\mu_A)=0\). Mirror symmetry gives probe B by exchanging 1 and 2:

\[\mu_A=\frac{A\mu_1+T\mu_2}{A+T},\qquad \mu_B=\frac{T\mu_1+A\mu_2}{A+T},\qquad \mu_A-\mu_B=\frac{A-T}{A+T}\,\Delta\mu .\]

A probe that couples incoherently over many wavelengths adds the exchanges from all its rows, and the oscillating term averages out. Then \(A\to2-T\) and \(A+T=2\). For several unmixed modes with coupling weights \(w_n\), \(\sum_nw_n=1\), the condition is \(\sum_nw_n[(2-T_n)(\mu_1-\mu_A)+T_n(\mu_2-\mu_A)]=0\). This rearranges to \(2(\mu_1-\mu_A)=\sum_nw_nT_n\Delta\mu\), and likewise \(2(\mu_B-\mu_2)=\sum_nw_nT_n\Delta\mu\). Subtracting both from \(\Delta\mu\),

\[\mu_A-\mu_B=\Delta\mu\sum_nw_n(1-T_n).\]

For equal weights, or equal \(T_n\), the sum is \(1-T\), and dividing by \(2j=2MT\Delta\mu/\pi\) gives

\[R_4=\frac{\pi}{2M}\,\frac{1-T}{T}=\frac{h}{2e^2M}\,\frac{1-T}{T},\qquad R_2=\frac{\pi}{2M}+R_4,\]

the second relation following from \(1/T=1+(1-T)/T\). At \(T=1\), \(R_4=0\): both probes read \((\mu_1+\mu_2)/2\). This is the sense in which the channel has no resistance. For \(T\to0\), \(R_4/R_2=1-T\to1\), and the contact term stops mattering. In the example \(R_4=0.7854\times0.4168/0.5832=0.561\), or \(4.61\ \mathrm{k}\Omega\). The power remains \(I^2R_2\); \(I^2R_4\) is not heat produced at the barrier, which scatters elastically.

Each condition on the probes matters. For the numbers below the probes enter \(G\) as absorbing self-energies, the four-terminal transmissions are computed at one energy, and the linear-response currents out of each terminal, \(j_p=\frac1\pi\sum_qT_{pq}(\mu_p-\mu_q)\) with \(T_{pq}=\mathrm{Tr}[\Gamma_pG\Gamma_qG^\dagger]\) (Büttiker's equations, the two-terminal formula applied to every pair), are solved for zero probe currents.

A probe that couples to density, uniformly across the strip, has \(w_n\propto1/v_n\), the density of states per energy. Here \(w=(0.4082,\,0.5918)\), the drop is \(0.4082(1-0.6723)+0.5918(1-0.4941)=0.4332\) of \(\Delta\mu\), and \(R_4=0.4332\times1.3467=0.583\) instead of 0.561.

A probe one row long keeps the interference term. With \(\rho=\sqrt{1-T}\), \(A\) lies between \((1-\rho)^2\) and \((1+\rho)^2\), while \(T=(1-\rho)(1+\rho)\). The ratio \((A-T)/(A+T)\) increases with \(A\), and cancelling the common factor \(1\pm\rho\) at the two ends leaves

\[\frac{(1\pm\rho)-(1\mp\rho)}{(1\pm\rho)+(1\mp\rho)}=\pm\rho .\]

The drop is therefore bounded by \(\pm\sqrt{1-T}\,\Delta\mu\), and \(R_4\) can be negative. At \(E=0.0015\) Ry one mode is open, with \(T=0.3584\), \(R_2=4.38\) and averaged \(R_4=2.81\). The bound is 0.801, and a scan over probe distances gives drops from \(-0.800\) to \(0.801\), that is \(R_4\) from \(-3.51\) to \(3.51\). This needs \(kT\) and \(\Delta\mu\) small against \(v/d\), since the phase \(2\theta d\) changes with energy at the rate \(2d/v\).

A strong probe absorbs a right-mover and may send its replacement back to the left, so it acts as a scatterer. With \(U=0\) and smooth probes 3000 bohr long, a peak coupling of \(10^{-8}\) Ry leaves \(R_2=0.7854\) and \(R_4=2\times10^{-5}\), while \(10^{-4}\) Ry gives \(R_2=1.17\) and \(R_4=0.20\) in a channel with no barrier at all.
